# Heavy–light hole mixing at an abrupt (001) zinc-blende interface

A hole confined along [001] and at rest in the plane of the layers is, in the usual effective-mass picture, either heavy or light. The confinement separates the two in energy but does not mix them. Let the same hole touch a plane where one zinc-blende crystal gives way to another, and its heavy state can acquire a light component, still at zero in-plane momentum. The interface must therefore do something that a potential \(V(z)\) does not. A chain of atoms, small enough to be solved, shows what it is.

## What the Luttinger model protects

Take \(z\parallel[001]\), total angular momentum \(J=3/2\), and \(\{A,B\}=(AB+BA)/2\). Counted as positive hole energy, the Luttinger Hamiltonian is

\[
H_L=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big].
\]

At \(k_x=k_y=0\) the last sum vanishes and the matrices that remain are \(1\) and \(J_z^2\). Adding \(V(z)\), which multiplies the unit matrix, changes nothing in this respect, so \(J_z\) is conserved. Inserting \(J_z^2=9/4\) and \(1/4\) gives

\[
\frac{m_0}{m_h}=\gamma_1-2\gamma_2,\qquad \frac{m_0}{m_l}=\gamma_1+2\gamma_2 .
\]

Within this model even an abrupt \(V(z)\), or masses that jump at a plane, leave the holes unmixed.

In-plane motion removes the protection. For \(k_x\ne0\) the term \(-2\gamma_2k_x^2J_x^2\) contains \(J_+^2/4\), where \(J_\pm=J_x\pm iJ_y\). Since \(\langle\tfrac32|J_+^2|-\tfrac12\rangle=2\sqrt3\), the mixing element is \(-\sqrt3\,\gamma_2\hbar^2k_x^2/2m_0\).

## What symmetry allows

A mixing term that survives at \(k=0\) must be built from \(J\) alone. Consider

\[
\{J_x,J_y\}=\frac{J_+^2-J_-^2}{4i},\qquad \langle\tfrac32|\{J_x,J_y\}|-\tfrac12\rangle=-\frac{i\sqrt3}{2}.
\]

A rotation by \(\varphi\) about \(z\) multiplies \(J_\pm^2\) by \(e^{\pm2i\varphi}\), up to the sense of rotation. A quarter turn therefore reverses this operator, and a half turn preserves it. The Luttinger model with \(V(z)\) has the quarter turn, which forbids the term. A zinc-blende interface has only the half turn and the mirror planes containing [110] and [1-10]. These mirrors exchange \(x\) and \(y\) and also preserve \(\{J_x,J_y\}\).

Symmetry permits the term but does not give its size. A real zinc-blende crystal in a smooth field along \(z\) has the same low symmetry, so the absence of mixing there is a property of the leading effective-mass theory and not a law of the crystal. The size has to come from the bonds.

## Bonds that alternate

Put an anion at the origin. Its upper neighbours lie along \((1,1,1)\) and \((-1,-1,1)\), its lower ones along \((1,-1,-1)\) and \((-1,1,-1)\). The hop between an \(x\) orbital and a neighbour's \(y\) orbital is proportional to the product of the bond's \(x\) and \(y\) direction cosines, which is positive for both upper bonds and negative for both lower ones. The \(x\)–\(x\) hop is the same for all four.

At zero in-plane momentum the two bonds to a layer add with equal phase. In their sum the \(x\)–\(z\) and \(x\)–\(s\) hops cancel, because the two bonds have opposite \(x\) components. There remain

\[
t_{xx}=\tfrac12V_{xx},\qquad t_{xy}=\pm\tfrac12V_{xy},
\]

with plus above the anion and minus below. For \(V_{xx}=2.0\) eV and \(V_{xy}=5.0\) eV, a \(p\) orbital along [110] hops with \((2.0+5.0)/2=3.5\) eV upward and \((2.0-5.0)/2=-1.5\) eV downward. For the orbital along [1-10] the two values are exchanged. In the uniform crystal neither direction is favoured overall.

At the valence edge the upper and lower \(x\)–\(y\) hops cancel, as do the hops between \(s\) and \(z\). Each \(p\) orbital then has anion and cation amplitudes \(c_a,c_c\), given by the lower eigenvector of

\[
\begin{pmatrix}E_{pa}+\Delta_a/3&V_{xx}\\V_{xx}&E_{pc}+\Delta_c/3\end{pmatrix},\qquad c_a^2+c_c^2=1,
\]

where \(\Delta_{a,c}\) are the atomic spin–orbit splittings, which raise \(J=3/2\) by one third of their value.

A scalar potential shifts all orbitals of an atom together. It has no element between \(x\) and \(y\), so it does not mix the valence-edge states directly. A change of \(V_{xy}\) can.

## The half bond left over

Let the layer spacing be \(d=a/4\), and let bond layer \(b\) join atomic layers \(b\) and \(b+1\), with an anion at layer 0. A state with smooth envelope \(F\) has amplitude \(\sqrt{2d}\,c_nF(z_n)\) on layer \(n\). The factor \(\sqrt{2d}\) normalizes it, since one anion and one cation occupy a length \(2d\). If \(V_{xy}\) changes by \(\delta V_b\), the perturbation (now in electron energy) has the element

\[
\langle X|\delta H|Y\rangle=\sum_b\frac{(-1)^b\delta V_b}{2}\,2d\,c_ac_c\big[F_X^*(z_a)F_Y(z_c)+F_X^*(z_c)F_Y(z_a)\big],
\]

where \(z_a,z_c\) are the two ends of the bond. Expanding about its middle \(z_b=(b+\tfrac12)d\), the linear terms cancel and the bracket becomes \(2g(z_b)\), with \(g=F_X^*F_Y\). Hence

\[
\langle X|\delta H|Y\rangle\simeq2d\,c_ac_c\sum_b(-1)^b\,\delta V_b\,g(z_b).
\]

A uniform change cancels between neighbouring bonds. Let the change instead be \(\delta V\) for \(b\ge0\) and zero below. Writing \(g_b=g(z_b)\) and regrouping,

\[
\sum_{b\ge0}(-1)^bg_b=\tfrac12g_0+\tfrac12\sum_{b\ge0}(-1)^b(g_b-g_{b+1}).
\]

The first term is \(\tfrac12g(0)+\tfrac14d\,g'(0)\). In the second, \(g_b-g_{b+1}\simeq-d\,g'\), and the same regrouping gives \(-\tfrac14d\,g'(0)\). The slopes cancel, leaving \(\tfrac12g(0)\) up to order \(d^2\). Therefore

\[
\langle X|\delta H|Y\rangle=W\,F_X^*(0)F_Y(0),\qquad W=d\,c_ac_c\,\delta V .
\]

The interface anion has altered bonds above it and unaltered bonds below. Its [110] and [1-10] directions are no longer equivalent, and no neighbouring plane makes good the difference.

To pass to holes, use

\[
|\tfrac32\rangle=-\frac{(X+iY)\uparrow}{\sqrt2},\qquad |-\tfrac12\rangle=\frac{(X-iY)\uparrow+2Z\downarrow}{\sqrt6}.
\]

The operator \(|X\rangle\langle Y|+|Y\rangle\langle X|\) turns \(X-iY\) into \(Y-iX\) and annihilates \(Z\). Its element is

\[
-\frac{1}{\sqrt{12}}\big(\langle X|-i\langle Y|\big)\big(|Y\rangle-i|X\rangle\big)=-\frac{-2i}{\sqrt{12}}=\frac{i}{\sqrt3}.
\]

This equals \(-\tfrac23\) times the element of \(\{J_x,J_y\}\) found above. The interface term, still in electron energy and therefore to be subtracted from \(H_L\), and the size of its matrix element are

\[
H_i=-\tfrac23W\{J_x,J_y\}\,\delta(z),\qquad |M|=\frac{|W|F_h(0)F_l(0)}{\sqrt3}.
\]

The result is of first order in \(\delta V\) and requires envelopes that vary slowly over \(d\).

## Numbers for one interface

The example uses round parameters with \(a=0.56\) nm, hence \(d=0.14\) nm. A smooth well of period 28 nm and depth 100 meV holds the hole, and \(V_{xy}\) falls from 5.0 to 4.5 eV at the anion plane in its centre. The chain is closed into a ring, so the change ends at the top of the barrier, 14 nm away.

With \(c_ac_c=-0.4176\),

\[
W=0.14\times(-0.4176)\times(-0.50)\ \text{eV nm}=29.2\ \text{meV nm}.
\]

The effective-mass envelopes at the interface are 0.436 and 0.373 nm\(^{-1/2}\), so

\[
|M|=\frac{29.2\times0.436\times0.373}{\sqrt3}\approx2.75\ \text{meV}.
\]

The atomistic chain, with \(s\) and \(p\) orbitals and spin–orbit coupling, gives 2.86 meV. The formula is 4% below it. Its parabolic envelopes omit the split-off band and nonparabolicity, whose share in the difference was not tested.

The lowest heavy and light levels are \(D=7.78\) meV apart in the envelope calculation. Two levels coupled by \(M\) give a light-hole weight

\[
\frac12\left(1-\frac{D}{\sqrt{D^2+4M^2}}\right)\approx0.09 .
\]

Full diagonalization of the chain gives 9.0%. The estimate is good to about one percentage point only: with the chain's own \(M\) and \(D\) it gives about 0.10, and the opposite sign of \(\delta V\), which has the same \(|M|\) at first order, gives 10.2% in the chain. The smooth well alone gives \(8\times10^{-6}\), small but not zero, as the lower symmetry of the chain permits. These weights count only the light-hole part built from valence-edge functions.

## Sign, slabs and grading

If the change begins one layer higher, at a cation plane, the sum starts with a negative term and \(W\) reverses. The chain gives a coupling ratio of \(-0.997\).

This sign governs a slab with two interfaces. A slab symmetric about an atom is unchanged by a quarter turn combined with \(z\to-z\). The turn reverses \(\{J_x,J_y\}\), so its coefficient must be odd in \(z\), and it cannot connect the lowest heavy and light states, whose envelopes are both even. For 20 altered bond layers the computed coupling vanishes to rounding error. With 21 layers the two ends act with the same sign and give 4.67 meV. A single interface has no partner to cancel it.

The role of abruptness can be isolated by letting \(\delta V_b\) follow a logistic profile \(f(x)=1/(1+e^{-x/w})\), with \(x=z/d\). The bond middles lie at \(x=b+\tfrac12\), so Poisson summation turns the alternating sum into \(\sum_q e^{-iq/2}\int f g\,e^{iqx}\,dx\) with \(q=(2p+1)\pi\) for integer \(p\), where \(e^{-iq/2}=-i(-1)^p\). One integration by parts, with \(g\) nearly constant across the interface, replaces each integral by \((i/q)\,g(0)\) times the transform of \(f'\), which is \(\pi wq/\sinh(\pi wq)\). The terms \(p=m\) and \(p=-m-1\) are equal. Relative to the abrupt value \(\tfrac12g(0)\) the strength is

\[
R(w)=4\pi w\sum_{m\ge0}\frac{(-1)^m}{\sinh[(2m+1)\pi^2w]} .
\]

It tends to 1 for \(w\to0\) and to \(8\pi w\,e^{-\pi^2w}\) for large \(w\). The leading term is the profile's Fourier component at \(\pi/d=4\pi/a\). For \(w=0.5\) layer the formula gives 0.090 and the chain 0.091. At \(w=1\) they give 0.0013 and 0.0019. The chain does not follow the exponential much further: for widths of 1.5 to 3 layers it keeps a small remainder, about \(6\times10^{-4}\) of the abrupt coupling, which this leading-order formula does not contain.

This decay needs bonds that change smoothly from every bond layer to the next. If only the cation composition is graded, the two bond layers around each cation change together. Each pair then contributes \(\delta V(z)\,(-d\,g')\), and with one pair per length \(2d\) the sum becomes

\[
-\frac12\int\delta V\,g'\,dz=\frac12\int\frac{d\,\delta V}{dz}\,g\,dz .
\]

The mixing is spread over the graded region and not removed. For a change of \(V_{xy}\), what matters is a difference between the bonds above and below atoms of one species that is not balanced by the opposite contribution of the other species. A scalar potential does not change these bonds.

## Beside a real heterostructure

The parameters lie in the rough regime of arsenide wells. The model gap of 1.41 eV is ordinary there; the masses, 0.43 and 0.13 \(m_0\), are somewhat heavy compared with rough GaAs values of 0.35 and 0.09. The change of \(V_{xy}\) is chosen, not fitted, so \(W\) is no prediction for a compound. The assumption least like a device is the missing valence-band offset. An abrupt 100 meV offset at the same plane, with everything else fixed, lowers the light-hole weight from 9.0% to 0.7% if it pushes the hole toward the unaltered bonds, and to 0.4% if it has the opposite sign. Such an offset changes both the envelopes at the interface and the heavy–light separation; the two effects were not separated. The offset without the bond change gives only \(1.3\times10^{-5}\). Strain, other bond changes and orbital-dependent site energies at the interface are left out. They need not be small: in this chain an equal change of \(V_{xx}\) has a first-order element of 3.4 meV between the same two states, with the same sign at anion and cation planes. It also shifts the valence edge by about 0.4 eV; the light-hole weight is 14 to 15% if that shift is compensated by a scalar step and below 0.1% if it is not.

Temperature limits the meaning of zero in-plane momentum. Setting \(\hbar^2k^2/2m_\parallel=k_BT\) with the bulk value \(m_\parallel=0.16\,m_0\), which ignores the coupling between subbands, the Luttinger mixing element along [100] is 0.12 meV at 4 K, well below \(|M|\), but 9.3 meV at 300 K, well above it; between the two lowest levels it is reduced by their envelope overlap of 0.98, to 9.1 meV at 300 K. The Luttinger term in \(k_xk_z\) also connects the heavy state to odd light states, but these lie much farther away in energy, and at 4 K the total light-hole weight from in-plane motion in the smooth well is only about half a percent, even with the heavier in-plane mass of about \(0.24\,m_0\) that the lowest subband has in the full tight-binding model. A bulk term linear in \(k_z\), with a rough coefficient of 0.3 meV nm and the heavy hole's rms \(k_z\) of 0.24 nm\(^{-1}\), has a scale of about 0.07 meV. Between the lowest heavy and light states of the symmetric well, whose envelopes are both even, its element vanishes. In this example the interface term is therefore the main source of mixing for cold holes near the subband edge. The remaining values are in the numerical output below.

## Calculated quantities

```
lattice constant a = 0.56 nm; layer spacing d = 0.14 nm
site energies s_a, p_a = -8.0, 1.0 eV
site energies s_c, p_c = -3.0, 3.7 eV
bond integrals V_ss, V_xx, V_xy = -6.5, 2.0, 5.0 eV
bond integrals s_a-p_c, p_a-s_c = 4.5, 5.8 eV
spin-orbit splitting anion, cation = 0.4, 0.2 eV
[110] p hop from anion, up = 3.50 eV
[110] p hop from anion, down = -1.50 eV
change of V_xy at interface = -0.50 eV
well: layers = 200, period = 28.0 nm, depth = 100 meV
bulk gap at zone centre = 1.409 eV
edge amplitudes c_a, c_c = -0.8803, 0.4744
product c_a c_c = -0.4176
heavy, light hole mass along z = 0.427, 0.132 m0
same masses beyond interface = 0.550, 0.135 m0
Luttinger gamma1, gamma2 = 4.953, 1.304
interface strength |W| = 29.23 meV nm
envelopes at interface F_h, F_l = 0.4363, 0.3734 nm^-1/2
|M| from formula = 2.749 meV
|M| from atomistic chain = 2.856 meV
heavy-light separation, chain = 7.70 meV
heavy-light separation, envelope = 7.78 meV
light-hole weight, smooth well only = 7.67e-06
light-hole weight, interface, chain = 9.04 %
light-hole weight, interface, envelope = 8.93 %
coupling ratio, cation plane / anion plane = -0.9970
|M| slab of 20 bond layers = 1.4e-13 meV
|M| slab of 21 bond layers = 4.669 meV
grading width 0.25 layers: |M| ratio chain = 0.5336, law = 0.5329
grading width 0.50 layers: |M| ratio chain = 0.0913, law = 0.0904
grading width 1.00 layers: |M| ratio chain = 0.0019, law = 0.0013
abrupt valence offset considered = 100 meV
light-hole weight, offset only = 1.30e-05
light-hole weight, offset and bonds = 0.66 %
in-plane heavy-hole mass = 0.160 m0
T = 4 K: kT = 0.345 meV, k = 0.0380 nm^-1, Luttinger mixing = 0.124 meV
T = 300 K: kT = 25.852 meV, k = 0.3293 nm^-1, Luttinger mixing = 9.334 meV
rms k_z of heavy hole = 0.237 nm^-1
rough k-linear coefficient = 0.3 meV nm
rough k-linear mixing scale = 0.071 meV
```
